**Darken analysis: intrinsic diffusivities from marker velocity and interdiffusivity**

For a binary alloy with equal atomic volumes, D_A = D̃ − x_A v/g and D_B = D̃ + x_B v/g. Here x_A and x_B are atomic fractions, D̃ is the interdiffusivity, v the lattice marker velocity in the volume-fixed frame and g = dx_B/dz. The given data yield D_A = 2.5 × 10⁻¹⁵ m²/s and D_B = 1.25 × 10⁻¹⁴ m²/s. The program simulates a diffusion couple from the intrinsic flux laws and the atomic volumes alone, with cell walls that act as lattice markers. It asserts that the wall velocity and the Boltzmann–Matano interdiffusivity at x_B = 0.25 agree with the given data within 1%, also for the opposite marker direction and for unequal atomic volumes. It further asserts that the contact marker obeys v = z_K/(2t) within 2%, where z_K is its shift after time t. The output shows that rough palladium and silver atomic volumes raise D_A by 31% but D_B by only 0.8%.

## Verification by program

```python
"""
Darken analysis of a binary substitutional alloy A-B.
Result under test (equal atomic volumes):
    D_A = D_inter - x_A * v / g,    D_B = D_inter + x_B * v / g
x_A, x_B : atomic fractions;  g = dx_B/dz : composition gradient
v        : velocity of lattice markers in the volume-fixed frame (+z positive)
D_inter  : interdiffusivity;  D_A, D_B : intrinsic diffusivities
For unequal atomic volumes V_A, V_B, with V_m = x_A V_A + x_B V_B:
    v = V_A V_B / V_m^2 * (D_B - D_A) * g
    D_inter = (x_B V_B D_A + x_A V_A D_B) / V_m
Test: a simulated diffusion couple whose cell walls are lattice markers.
Only the intrinsic flux laws and the volume of the atoms are put in.
"""
import numpy as np

x_B = 0.25
x_A = 1.0 - x_B
D_inter = 1.0e-14      # m2/s
v_marker = 2.0e-11     # m/s
gradient = 2000.0      # 1/m


def intrinsic(D_mix, v, g, volume_ratio=1.0):
    """Intrinsic diffusivities; volume_ratio = V_B / V_A."""
    V_m = x_A + x_B * volume_ratio
    difference = v / g * V_m**2 / volume_ratio
    phi_B = x_B * volume_ratio / V_m
    return D_mix - (1 - phi_B) * difference, D_mix + phi_B * difference


def simulate_couple(D_A, D_B, volume_ratio=1.0):
    """Couple x_B = 0 | 0.5, run until the gradient at x_B = 0.25 is reached.
    Internal units: micrometre and second. Results are returned in SI units."""
    D = np.array([[D_A], [D_B]]) * 1e12
    V = np.array([[1.0], [volume_ratio]])
    cells, h, batch = 800, 1.5, 40
    left_end = -0.5 * cells * h
    x = np.where(np.arange(cells) < cells // 2, 0.0, 0.5)
    fractions = np.array([1.0 - x, x])
    atoms = fractions * h / (fractions * V).sum(axis=0)
    width = (atoms * V).sum(axis=0)
    dt = 0.2 * h**2 / D.max()
    time = 0.0
    walls = left_end + np.cumsum(width)[:-1]
    while True:
        walls_before = walls
        for _ in range(batch):
            conc = atoms / width
            distance = 0.5 * (width[1:] + width[:-1])
            crossing = -D * dt * np.diff(conc, axis=1) / distance
            atoms[:, :-1] -= crossing
            atoms[:, 1:] += crossing
            width = (atoms * V).sum(axis=0)
        time += batch * dt
        assert time < 5e6, "target gradient not reached"
        walls = left_end + np.cumsum(width)[:-1]
        centre = np.concatenate(([left_end], walls)) + 0.5 * width
        x = atoms[1] / atoms.sum(axis=0)
        g = np.interp(x_B, x, np.gradient(x, centre))
        if g <= gradient * 1e-6:
            break
    # Marker velocity from the motion of the walls
    wall_velocity = (walls - walls_before) / (batch * dt)
    x_wall = 0.5 * (x[1:] + x[:-1])
    v = np.interp(x_B, x_wall, wall_velocity)
    # Boltzmann-Matano analysis of the concentration profile of B
    conc_B = atoms[1] / width
    slope = np.interp(x_B, x, np.gradient(conc_B, centre))
    below = x < x_B
    z_path = np.append(centre[below], np.interp(x_B, x, centre))
    c_path = np.append(conc_B[below], np.interp(x_B, x, conc_B))
    area = np.sum(0.5 * (z_path[1:] + z_path[:-1]) * np.diff(c_path))
    D_matano = -area / (2.0 * time * slope)
    contact = cells // 2 - 1
    return {"g": g * 1e6, "v": v * 1e-6, "D": D_matano * 1e-12, "t": time,
            "zK": walls[contact] * 1e-6, "vK": wall_velocity[contact] * 1e-6,
            "xK": x_wall[contact]}


def close(value, target, tolerance):
    return abs(value - target) <= tolerance * abs(target)


# Answer to the exercise
D_A, D_B = intrinsic(D_inter, v_marker, gradient)
assert D_A > 0 and D_B > 0

# Tolerances cover the finite cell size and the finite stopping interval
run = simulate_couple(D_A, D_B)
assert close(run["v"], v_marker, 0.01)
assert close(run["D"], D_inter, 0.01)
back_A, back_B = intrinsic(run["D"], run["v"], run["g"])
assert close(back_A, D_A, 0.04) and close(back_B, D_B, 0.01)
assert close(run["zK"], 2 * run["vK"] * run["t"], 0.02)

# Markers moving the other way
rev_A, rev_B = intrinsic(D_inter, -v_marker, gradient)
run_rev = simulate_couple(rev_A, rev_B)
assert close(run_rev["v"], -v_marker, 0.01)
assert close(run_rev["D"], D_inter, 0.01)

# Unequal atomic volumes: rough lattice parameters of fcc Pd (A) and Ag (B)
a_Pd, a_Ag = 0.39, 0.41    # nm
ratio = (a_Ag / a_Pd)**3
vol_A, vol_B = intrinsic(D_inter, v_marker, gradient, ratio)
run_vol = simulate_couple(vol_A, vol_B, ratio)
assert close(run_vol["v"], v_marker, 0.01)
assert close(run_vol["D"], D_inter, 0.01)

# Fluxes divided by total concentration, in pm/s
flux_B = -D_B * gradient * 1e12
flux_A = D_A * gradient * 1e12
v_pm = v_marker * 1e12
outer_B = flux_B + x_B * v_pm
outer_A = flux_A + x_A * v_pm
assert abs(outer_A + outer_B) < 1e-9
assert close(outer_B, -D_inter * gradient * 1e12, 1e-9)

# Response to errors in the data
fast_A, fast_B = intrinsic(D_inter, 1.1 * v_marker, gradient)
mix_A, mix_B = intrinsic(1.1 * D_inter, v_marker, gradient)


def percent(new, old):
    return 100.0 * (new / old - 1.0)


print("INPUT")
print(f"x_B = {x_B:.2f}, x_A = {x_A:.2f}")
print(f"interdiffusivity = {D_inter:.2e} m2/s")
print(f"marker velocity = {v_marker:.2e} m/s")
print(f"gradient dx_B/dz = {gradient:.0f} 1/m")
print("ANSWER, equal atomic volumes")
print(f"D_B - D_A = v/g = {v_marker / gradient:.3e} m2/s")
print(f"x_A v/g = {x_A * v_marker / gradient:.3e} m2/s")
print(f"x_B v/g = {x_B * v_marker / gradient:.3e} m2/s")
print(f"D_A = {D_A:.3e} m2/s")
print(f"D_B = {D_B:.3e} m2/s")
print(f"D_B/D_A = {D_B / D_A:.2f}")
print(f"check: x_B D_A = {x_B * D_A:.3e} m2/s")
print(f"check: x_A D_B = {x_A * D_B:.3e} m2/s")
print("FLUX / TOTAL CONCENTRATION")
print(f"lattice frame: A {flux_A:+.2f}, B {flux_B:+.2f} pm/s")
print(f"outer frame: A {outer_A:+.2f}, B {outer_B:+.2f} pm/s")
print("ALLOWED MARKER VELOCITY")
print(f"lowest = {-gradient * D_inter / x_B:.3e} m/s")
print(f"highest = {gradient * D_inter / x_A:.3e} m/s")
print("SIMULATED COUPLE, x_B = 0 | 0.5")
print(f"time to reach gradient = {run['t'] / 86400:.2f} days")
print(f"gradient at x_B = 0.25: {run['g']:.1f} 1/m")
print(f"marker velocity there = {run['v']:.3e} m/s")
print(f"Matano interdiffusivity = {run['D']:.3e} m2/s")
print(f"recovered D_A = {back_A:.3e} m2/s")
print(f"recovered D_B = {back_B:.3e} m2/s")
print(f"contact marker: x_B = {run['xK']:.3f}")
print(f"contact marker shift z_K = {run['zK'] * 1e6:.2f} um")
print(f"contact marker velocity = {run['vK']:.3e} m/s")
print(f"z_K/(2t) = {run['zK'] / (2 * run['t']):.3e} m/s")
print(f"z_K/t = {run['zK'] / run['t']:.3e} m/s")
print("OPPOSITE MARKER DIRECTION")
print(f"D_A = {rev_A:.3e}, D_B = {rev_B:.3e} m2/s")
print(f"simulated marker velocity = {run_rev['v']:.3e} m/s")
print("UNEQUAL VOLUMES, A = Pd, B = Ag (rough)")
print(f"lattice parameters: Pd {a_Pd:.2f}, Ag {a_Ag:.2f} nm")
print(f"V_B/V_A = {ratio:.3f}")
print(f"D_A = {vol_A:.3e} m2/s, change {percent(vol_A, D_A):+.1f} %")
print(f"D_B = {vol_B:.3e} m2/s, change {percent(vol_B, D_B):+.1f} %")
print(f"simulated marker velocity = {run_vol['v']:.3e} m/s")
print(f"simulated interdiffusivity = {run_vol['D']:.3e} m2/s")
print("RESPONSE TO DATA")
print(f"v +10 %: D_A {percent(fast_A, D_A):+.1f} %, "
      f"D_B {percent(fast_B, D_B):+.1f} %")
print(f"interdiffusivity +10 %: D_A {percent(mix_A, D_A):+.1f} %, "
      f"D_B {percent(mix_B, D_B):+.1f} %")
print(f"pore layer if 10 % of vacancies stay = {0.1 * run['zK'] * 1e6:.2f} um")
print("tests ok")
```

It prints:

```
INPUT
x_B = 0.25, x_A = 0.75
interdiffusivity = 1.00e-14 m2/s
marker velocity = 2.00e-11 m/s
gradient dx_B/dz = 2000 1/m
ANSWER, equal atomic volumes
D_B - D_A = v/g = 1.000e-14 m2/s
x_A v/g = 7.500e-15 m2/s
x_B v/g = 2.500e-15 m2/s
D_A = 2.500e-15 m2/s
D_B = 1.250e-14 m2/s
D_B/D_A = 5.00
check: x_B D_A = 6.250e-16 m2/s
check: x_A D_B = 9.375e-15 m2/s
FLUX / TOTAL CONCENTRATION
lattice frame: A +5.00, B -25.00 pm/s
outer frame: A +20.00, B -20.00 pm/s
ALLOWED MARKER VELOCITY
lowest = -8.000e-11 m/s
highest = 2.667e-11 m/s
SIMULATED COUPLE, x_B = 0 | 0.5
time to reach gradient = 5.75 days
gradient at x_B = 0.25: 1998.3 1/m
marker velocity there = 2.000e-11 m/s
Matano interdiffusivity = 1.000e-14 m2/s
recovered D_A = 2.495e-15 m2/s
recovered D_B = 1.250e-14 m2/s
contact marker: x_B = 0.279
contact marker shift z_K = 20.06 um
contact marker velocity = 2.021e-11 m/s
z_K/(2t) = 2.019e-11 m/s
z_K/t = 4.039e-11 m/s
OPPOSITE MARKER DIRECTION
D_A = 1.750e-14, D_B = 7.500e-15 m2/s
simulated marker velocity = -1.999e-11 m/s
UNEQUAL VOLUMES, A = Pd, B = Ag (rough)
lattice parameters: Pd 0.39, Ag 0.41 nm
V_B/V_A = 1.162
D_A = 3.284e-15 m2/s, change +31.3 %
D_B = 1.260e-14 m2/s, change +0.8 %
simulated marker velocity = 2.001e-11 m/s
simulated interdiffusivity = 1.000e-14 m2/s
RESPONSE TO DATA
v +10 %: D_A -30.0 %, D_B +2.0 %
interdiffusivity +10 %: D_A +40.0 %, D_B +8.0 %
pore layer if 10 % of vacancies stay = 2.01 um
tests ok
```
